# Tracing Reactive-Sputtering Hysteresis by Partial Pressure in the Berg Model

A model titanium target sputtered in argon and oxygen, supplied with 1.915 sccm of oxygen, has three steady states. Their oxygen pressures are 0.233, 2.43 and 24.4 mPa. Current, pump and geometry are the same in all three, yet the pressure spans a factor of about one hundred. Where does the oxygen go, and how should such states be computed?

## What goes wrong when flow is the input

The flow controller sets the oxygen supply, so the obvious scheme is to choose the flow $Q$ and solve for the pressure $P$. At 1.915 sccm a solver must then decide which of three roots it wants. Starting from the previous solution postpones the decision: as the flow is raised, the low-pressure root ceases to exist at 2.664 sccm, and the solver must go to a distant one. As the flow is lowered, the high-pressure root ends at 1.368 sccm. The middle states are reached by neither sweep.

The balances themselves suggest the cure. If pressure is given, each unknown follows from those already found.

## The balances, in the order in which they can be solved

The Berg model assumes a uniform oxygen pressure, a fixed ion current, constant yields and constant sticking coefficients. Let $j$ be the ion flux on a target of area $A_t$. Sputtered material lands uniformly on a collecting area $A_c$. The compound contains $b$ oxygen atoms per metal atom, so $b=2$ for TiO$_2$. The yields $Y_m$ and $Y_c$ count metal atoms removed per ion from metal and from compound.

For a gas of number density $n=P/kT$ and molecular mass $m$, the impingement flux is

$$F=n\int_0^\infty v\sqrt{\frac{m}{2\pi kT}}\,e^{-mv^2/2kT}dv
=n\sqrt{\frac{kT}{2\pi m}}=\frac{P}{\sqrt{2\pi mkT}} .$$

Let $\theta_t$ be the compound-covered fraction of the target. Molecules stick to bare metal with probability $\alpha_t$ and bring two atoms each; sputtering removes $b$ oxygen atoms per compound unit. Hence

$$2\alpha_tF(1-\theta_t)=bjY_c\theta_t,\qquad
\theta_t=\frac{2\alpha_tF}{2\alpha_tF+bjY_c}.$$

The target now emits compound and metal at the total rates

$$C=jA_tY_c\theta_t,\qquad M=jA_tY_m(1-\theta_t).$$

Let $\theta_c$ be the compound fraction of the film surface, and let $G=2\alpha_cFA_c/b$ be the rate at which gas would form compound on a wholly metallic film. Gas and arriving compound convert metal surface; arriving metal buries compound surface. In steady state

$$(G+C)(1-\theta_c)=M\theta_c,\qquad
\theta_c=\frac{G+C}{G+C+M}.$$

The supplied flow, in molecules per second, feeds the target, the film and a pump of speed $S$:

$$Q=\alpha_tF(1-\theta_t)A_t+\alpha_cF(1-\theta_c)A_c+\frac{SP}{kT}.$$

By the target balance the first term is $(b/2)C$. By the definition of $G$ the second is $(b/2)G(1-\theta_c)$, and the film balance gives $G(1-\theta_c)=\theta_c(C+M)-C$. The two terms in $C$ cancel:

$$Q=\frac b2\,\theta_c(C+M)+\frac{SP}{kT}.$$

Since $C+M$ is the rate at which metal atoms enter the film, the first term says that a fraction $\theta_c$ of them is buried as compound. The surface coverage is therefore also the compound fraction of the growing film.

## Three numbers control the curve

Measure pressure by $u=P/P_0$, with $P_0$ the pressure at which $2\alpha_tF=bjY_c$. Then $\theta_t=u/(1+u)$. Define

$$r=\frac{Y_m}{Y_c},\qquad g=\frac{\alpha_cA_c}{\alpha_tA_t},\qquad
s=\frac{S}{\alpha_tA_t\sqrt{kT/2\pi m}} .$$

In units of $jA_tY_c$, the rates $C$, $M$ and $G$ are $u/(1+u)$, $r/(1+u)$ and $gu$. Multiplying numerator and denominator of $\theta_c$ by $1+u$ gives

$$\theta_c=\frac{u(1+g+gu)}{r+u(1+g+gu)} .$$

Take $(b/2)jA_tY_c$ as the flow unit. The pump term becomes $su$, because the flux at $P_0$ divided by $(b/2)jY_c$ is $1/\alpha_t$. Thus

$$q=\theta_cR+su,\qquad R=\frac{r+u}{1+u}.$$

The competition is visible here. As pressure rises, $\theta_c$ increases, but for $r>1$ the metal supply $R$ falls. The film first takes up more oxygen, then less.

The example has $A_t=100$ cm$^2$, $A_c=2000$ cm$^2$, $Y_m=0.50$, $Y_c=0.03$ and unit sticking, so $g=20$ and $r=16.67$. The target's sink speed, the denominator of $s$, is 1113.8 L/s; a 100 L/s pump gives $s=0.0898$. With 10 mA/cm$^2$ of ions and gas at 300 K, $P_0=0.696$ mPa and the flow unit is 0.4181 sccm, where 1 sccm is $4.48\times10^{17}$ molecules per second.

The opening question can now be answered. The three pressures correspond to $u=0.334$, 3.49 and 35.0, and all require $q=4.58$. The film takes 4.55 units in the first state, 4.27 in the second and 1.43 in the third; the pump takes the remaining 0.03, 0.31 and 3.15. At low pressure the oxygen goes into the film. At high pressure the oxidised target releases little metal to bind it, and most goes to the pump.

## Finding the folds

A fold is a turning point of flow as a function of pressure. Sampling brackets it, but a polynomial gives all folds together. Write $\theta_cR=N/D$, with

$$N=gu^3+(1+g+gr)u^2+r(1+g)u,$$
$$D=(1+u)[r+(1+g)u+gu^2]=gu^3+(1+2g)u^2+(r+1+g)u+r.$$

With $K=g(r-1)$, the difference $E=N-D$ is $Ku^2+(K-1)u-r$. Since $N/D=1+E/D$,

$$\frac{dq}{du}=s+\frac{W}{D^2},\qquad W=E'D-ED'=\sum_{k=0}^4w_ku^k.$$

The terms in $u^5$ and above are absent, and collecting the rest gives

- $w_4=2Kg-3Kg=-gK$.
- $w_3=(K-1)g-3(K-1)g=-2g(K-1)$, after two terms $2K(1+2g)$ cancel.
- $w_2=K(r+1+g)-(K-1)(1+2g)+3rg=1+g(r^2+2r+2-K)$.
- $w_1=2rK+2r(1+2g)=2r(1+g+gr)$.
- $w_0=r(K-1)+r(r+1+g)=r^2(1+g)$.

The folds are the positive roots of the sextic

$$sD^2+W=0 .$$

For the example they lie at $u=1.002$ and 12.04, that is, at 0.697 and 8.39 mPa (0.00523 and 0.0629 mTorr). The flows are 2.664 and 1.368 sccm, so the hysteresis is 1.296 sccm wide.

## Can there be more than two?

If $r\le1$, then $K\le0$ and no $w_k$ is negative, while $w_0>0$. The slope is positive everywhere and there is no fold.

For $r>1$ use Descartes' rule: the number of positive roots, counted with multiplicity, is the number of sign changes in the coefficients or smaller by an even number. Let $c_k>0$ be the coefficients of $D^2$ and $p_k=sc_k+w_k$ those of the sextic, with $s>0$. The coefficients $p_0,p_1,p_5,p_6$ are positive. More than two changes would require $p_2<0$, $p_3>0$, $p_4<0$.

This pattern cannot occur. It needs $w_2<0$, hence $K>r^2+2r+2>5$, which gives

$$\frac{|w_3|}{|w_4|}=\frac{2(K-1)}K>1.6,\qquad
g=\frac K{r-1}>\frac{r^2+2r+2}{r-1}>r+3.$$

Squaring $D$ gives $c_4=6g^2+(2r+6)g+1$ and $c_3=4g^2+(6r+6)g+2r+2$. Therefore

$$1.6c_4-c_3=5.6g^2+(3.6-2.8r)g-2r-0.4.$$

Replacing one factor $g$ in the first term by the smaller $r+3$ shows that this exceeds $(2.8r+20.4)g-2r-0.4$, which is positive because $g>4$. So $|w_3|/|w_4|>c_3/c_4$, or $|w_4|/c_4<|w_3|/c_3$. If $p_4<0$, then $s<|w_4|/c_4<|w_3|/c_3$, and $p_3$ is negative too.

At most two folds remain. Both exist when $0<s<s_c$, with

$$s_c=\max_{u>0}\left(-\frac W{D^2}\right).$$

Indeed, the slope is then positive at small $u$, negative somewhere, and positive again at large $u$, where $W/D^2\to0$. At $s=s_c$ the folds merge into a stationary inflection; above it the flow curve rises throughout.

The example has $s_c=1.001$, a critical pumping speed of 1114 L/s, eleven times the installed speed. That $s_c$ is close to one is not general. Since $\theta_c$ increases with $u$,

$$\frac{d(\theta_cR)}{du}>\theta_c\frac{dR}{du}
=-\theta_c\frac{r-1}{(1+u)^2}>-(r-1),$$

so $s_c<r-1$. For $g\to\infty$ at fixed $r$, the film is fully oxidised at any fixed $u>0$, the slope tends to $-(r-1)/(1+u)^2$, and the bound is approached from small $u$. A pump with $s\ge r-1$ thus removes the folds for every $g$, but in the example it would be some sixteen times larger than necessary.

The weak-pumping limit shows what sets the lower-flow fold. There the film is almost fully oxidised; putting $\theta_c=1$ gives

$$q\simeq1+\frac{r-1}{1+u}+su,\qquad
1+u_{\rm low}\simeq\sqrt{\frac{r-1}{s}},$$
$$q_{\rm low}\simeq1+2\sqrt{s(r-1)}-s .$$

The example gives $u_{\rm low}\simeq12.2$ and $q_{\rm low}\simeq3.28$, or 1.37 sccm, close to the full result. Putting $\theta_c=1$ neglects $1-\theta_c\simeq r/(gu^2)$, which as $s\to0$ contributes $-sr/[g(r-1)]$ to $q_{\rm low}$. This is of the same order as the term $-s$, so that term is reliable only for $g\gg r/(r-1)$; in the example $r/[g(r-1)]=0.053$. As $s\to0$ this fold moves to infinite pressure. Without a pump, and with $r>1$, one fold is left, the maximum of film uptake.

## The scheme

1. Choose a logarithmic grid of pressures.
2. At each pressure evaluate $\theta_t$, then $\theta_c$, then $Q$.
3. Insert the positive roots of the sextic as additional grid points.
4. Label the branches by the sign of $dQ/dP$.

The first two steps involve no iteration and no choice of root. The sextic needs a numerical polynomial solver, and close to $s_c$ its nearly double root is sensitive to rounding; $s_c$ itself is better found by maximising $-W/D^2$. If the states at a prescribed flow are wanted, multiplying $q=N/D+su$ by $D$ gives the quartic $suD+N-qD=0$, whose positive roots are all the answers. Pressure parameterisation does not make the inverse problem single-valued; it removes the need to solve it in order to draw the curve.

The state for a prescribed film composition is easier to compute than the states for a prescribed flow. For $\theta_c=0.95$, the film formula requires $u(1+g+gu)=19r$, so

$$20u^2+21u-316.7=0,\qquad u=\frac{-21+\sqrt{21^2+80(316.7)}}{40}=3.489 .$$

The pressure is $3.489\times0.6963=2.43$ mPa. The target coverage is $3.489/4.489=0.777$, and $R=(16.67+3.489)/4.489=4.49$. The flow is $0.95\times4.49+0.0898\times3.489=4.58$ units, or 1.915 sccm. This is the middle state of the opening.

Its metal deposition rate is 3.13 times that of the high-pressure state at the same flow, current and pumping speed. The films differ, however: their compound fractions are 0.950 and 0.9993. The gain is not a comparison at equal composition.

## A computed state need not hold itself

Let the surfaces have $n_s$ metal sites per area and the chamber volume $V$. Away from steady state,

$$n_s\dot\theta_t=\frac{2\alpha_tF}{b}(1-\theta_t)-jY_c\theta_t,$$
$$n_sA_c\dot\theta_c=(G+C)(1-\theta_c)-M\theta_c,$$
$$\frac V{kT}\dot P=Q-\alpha_tF(1-\theta_t)A_t-\alpha_cF(1-\theta_c)A_c-\frac{SP}{kT}.$$

Linearise at constant $Q$, with Jacobian $J$ in the order $(\theta_t,\theta_c,P)$. More pressure oxidises both surfaces, an oxidised surface leaves more gas, and an oxidised target helps to oxidise the film. The off-diagonal elements are therefore nonnegative. The film does not act directly on the target, so the upper-left $2\times2$ block is triangular, with diagonal elements $-\lambda_t,-\lambda_c<0$.

Take the tangent to the steady curve, $v=(d\theta_t/dP,d\theta_c/dP,1)$, whose components are positive. Along it the surfaces stay balanced while the flow needed changes by $dQ/dP$, so

$$Jv=\left(0,\,0,\,-\frac{kT}V\frac{dQ}{dP}\right)^T,\qquad
\det J=-\lambda_t\lambda_c\frac{kT}V\frac{dQ}{dP}.$$

The determinant follows on replacing the third column of $J$ by $Jv$, which leaves it unchanged because $v_3=1$.

If $dQ/dP<0$, then $\det J>0$. The characteristic polynomial $\det(\lambda I-J)$ is negative at $\lambda=0$ and positive at large $\lambda$, so it has a positive root: a disturbance grows.

If $dQ/dP>0$, add to $v$ a small positive amount in its first component and a sufficiently larger, still small, amount in its second. The first two entries of $Jv$ become negative and the third stays negative. For a disturbance $x$, let $\mu=\max_i|x_i|/v_i$. In the component where the maximum is attained, the nonnegative off-diagonal elements give $d|x_i|/dt\le\mu(Jv)_i<0$. Hence $\mu$ decays and the state is stable.

The middle branch is thus unstable at constant flow. With $V=30$ L and $n_s=10^{15}$ cm$^{-2}$, a disturbance at the 95% working point grows at 1.85 s$^{-1}$, by a factor $e$ in 0.54 s. This rate belongs to a single monolayer of oxygen storage; with $n_s=5\times10^{15}$ cm$^{-2}$ it is 0.41 s$^{-1}$, and with $10^{16}$ cm$^{-2}$ it is 0.21 s$^{-1}$. The sign of the rate does not depend on $n_s$ or $V$. Ideal pressure control removes the third equation and leaves the decay rates $\lambda_t$ and $\lambda_c$, so the same state is then stable. A real regulator has delays, which this argument omits.

Integrating the time-dependent equations for 600 s tests the jumps. A clean start at 99% of the upper fold flow settles below that fold's pressure; at 101% it settles on the single remaining, high-pressure root. An oxidised start at 101% of the lower fold flow stays on the high-pressure branch; at 99% it drops to the single low-pressure root.

## How far the numbers can be trusted

The inputs are rough values for a small titanium magnetron, with 1 A of ion current on the eroded area. Real devices depart from several assumptions. The changes below are relative to the basic model's fold flows, with one assumption altered at a time; they have not been combined.

Besides the molecules adsorbed from the gas, the target takes up oxygen implanted as ions. Suppose their share of the ion current is $P/P_{\rm Ar}$, with argon at 0.5 Pa, and that each implants two atoms, retained whatever the surface coverage until the target is fully oxidised. In units of $bjY_c$ this adds $\epsilon u$ to the target supply, with

$$\epsilon=\frac{2P_0}{bY_cP_{\rm Ar}}=\frac{2(0.6963)}{2(0.03)(500)}=0.0464.$$

The balance $u(1-\theta_t)+\epsilon u=\theta_t$ gives $\theta_t=(1+\epsilon)u/(1+u)$, still directly from pressure. The upper fold flow falls by 2.6%, the lower by 20%. The lower fold is sensitive because it depends on the last 8% or so of bare metal on the target: at $u=12.04$ the metal fraction is multiplied by $1-\epsilon u=0.44$. The size of this shift rests on the retention assumed: if implanted oxygen is retained only in proportion to $1-\theta_t$, the two fold flows fall by just 1.3% and 1.5%.

The discharge voltage changes as the target oxidises. If this raises both yields in proportion to the target coverage, reaching 20% at full coverage, an assumed size and sign, the fold flows rise by 10% and 18%. If two equal halves of the collector receive 80% and 20% of the sputtered flux, they fall by 6.9% and 0.1%. If the quoted current includes 0.10 emitted electrons per ion, the ion flux is multiplied by $1/1.10$. Since $g$, $r$ and $s$ do not contain $j$, both flows then fall by 9.1%.

Other assumptions are left unsized, among them constant sticking coefficients, uniform pressure and a uniform ion current over the target. At the upper fold 30% of the molecules striking target and collector are captured, against 0.9% at the lower. Appreciable pressure differences are therefore to be expected near the upper fold, and their effect on its flow would need a spatial gas model. Nor do the changes above bound the total error, because the sticking coefficients and yields are themselves rough inputs. If all sticking coefficients were 0.3 instead of 1, $g$ and $r$ would stay the same but $s$ would rise to 0.30, and the weak-pumping formula then raises the lower fold flow by about half. The basic fold flows are therefore estimates for the stated inputs, not predictions for a particular chamber. The numerical output gives further digits for comparing calculations, not as a claim of accuracy for a real chamber.

## Computed results

```
Ti in Ar/O2, rough typical inputs
target, collector area: 100, 2000 cm2
ion current density: 10.0 mA/cm2
yields metal, compound: 0.50, 0.03 atoms/ion
sticking target, film: 1.0, 1.0
O atoms per Ti atom b: 2
pump speed: 100 L/s; gas temperature: 300 K
chamber volume: 30 L
surface metal sites: 1.0e+15 cm^-2
g, r, s: 20.000, 16.667, 0.08978
pressure unit P0: 0.6963 mPa
flow unit: 0.4181 sccm
target sink speed: 1113.8 L/s
low-pressure point: u=0.3000, P=0.2089 mPa
  target=0.2308, film=0.3271, Q=1.7961 sccm
  metal deposition / clean-target value: 0.7831
upper-flow fold: u=1.0016, P=0.6974 mPa
  target=0.5004, film=0.7115, Q=2.6637 sccm
  metal deposition / clean-target value: 0.5296
working point: u=3.4886, P=2.4291 mPa
  target=0.7772, film=0.9500, Q=1.9147 sccm
  metal deposition / clean-target value: 0.2694
lower-flow fold: u=12.0423, P=8.3852 mPa
  target=0.9233, film=0.9947, Q=1.3677 sccm
  metal deposition / clean-target value: 0.1321
high-pressure point: u=40.0000, P=27.8524 mPa
  target=0.9756, film=0.9995, Q=2.0793 sccm
  metal deposition / clean-target value: 0.0829
fold pressures: 0.00523, 0.06289 mTorr
hysteresis flow width: 1.2960 sccm
critical s: 1.0006; critical pump speed: 1114.4 L/s
pressures at working flow: 0.2327, 2.4291, 24.3926 mPa
poisoned film fraction at that flow: 0.9993
rate gain over poisoned state: 3.130
instability growth at working point: 1.8547 s^-1
instability e-fold time: 0.5392 s
Neglected effects: upper, lower fold-flow change
assumed argon pressure: 0.50 Pa
implantation / surface-supply coefficient: 0.0464
O2-ion implantation: -2.61, -20.32 %
yield rise at full target coverage: 20 %
voltage-yield effect: +10.21, +18.45 %
film flux shares on equal halves: 0.8, 0.2
uneven deposition: -6.92, -0.13 %
assumed electrons emitted per ion: 0.10
electron current: -9.09, -9.09 %
captured wall-impact fraction at folds: 0.2986, 0.0087
```
